Choosing the Gaussian width in double-delta sums for phonon linewidths, part 1

(Sections cited here and not found follow in the second part.)

**Question.** Phonon linewidths and electron-phonon couplings are computed from a sum over a k grid of two delta functions, one for the electron at k and one for the electron at k+q, each replaced by a Gaussian of width σ. The result depends strongly on σ. It can be zero or far too large when σ is small, it moves steadily when σ is large, and on a given grid it stops settling once q is small enough. Why can one not simply choose a small σ, what fixes the range of σ in which the sum can be trusted, and how wide is that range in a concrete case?

**Answer.** Two limits are involved, and they do not commute. The physical quantity is obtained by letting the number of grid points go to infinity first and σ go to zero afterwards. The two delta functions select the line on which the Fermi surface cuts a copy of itself shifted by q, and the Gaussians widen this line into a tube. A finite grid integrates the tube correctly only if the tube is a sizeable fraction of a grid step wide, which bounds σ from below. A wide tube averages the band structure over an energy range σ, which bounds σ from above. When q is so small that the two surfaces lie within σ of each other everywhere, the tube fills the whole Fermi shell and the sum measures σ and not q. Each of these statements can be made quantitative.

**The quantity and where it comes from**

Take one band ε_k, ħ = 1, a coupling g independent of k and q, and sums per spin direction. The Gaussian is normalised with standard deviation σ:

δσ(x) = exp(−x²/2σ²) / (σ√(2π)).

In the convention exp(−x²/s²)/(s√π) the width is s = √2 σ. On a grid of N×N×N points the sum is

X_N(q,σ) = N⁻³ Σ_k δσ(ε_k − E) δσ(ε_{k+q} − E),

where E is the Fermi energy. Xσ denotes the limit N → ∞ at fixed σ, and X0 the limit σ → 0 of Xσ.

A phonon of frequency ω is absorbed by lifting an electron from k to k+q and emitted by the reverse step. By the golden rule, absorption minus emission makes the phonon occupation relax at the rate Γ = 2π · 2 · g² ⟨(f_k − f_{k+q}) δ(ε_{k+q} − ε_k − ω)⟩, where ⟨…⟩ is the zone average and the second factor 2 counts spin. The amplitude decays at half the rate of the occupation, so the half width of the line is γ = Γ/2. Define the joint density of states

J(ε,ε′) = ⟨δ(ε − ε_k) δ(ε′ − ε_{k+q})⟩.

At zero temperature f_k − f_{k+q} equals 1 for E − ω < ε_k < E and 0 otherwise once ε_{k+q} = ε_k + ω, so

γ_q = 2π g² ∫_{E−ω}^{E} J(ε, ε+ω) dε ≈ 2π ω g² X0, with X0 = J(E,E).

The last step assumes that J is smooth on the scale ω. The mode coupling is defined as λ_q = γ_q/(πDω²) = 2g²X0/(Dω), with D the density of states per spin at E. Inserting ∫dε δ(ε − ε_k) = 1 and its partner into the smeared average shows that Xσ is J averaged with the two Gaussians:

Xσ = ∬ dε dε′ J(ε,ε′) δσ(ε − E) δσ(ε′ − E).

It is convenient to use the mean energy Ē = (ε+ε′)/2 and the difference w = ε′ − ε, whose Jacobian is 1. With a = ε − E and b = ε′ − E one has a² + b² = (a−b)²/2 + 2((a+b)/2)². The exponent −(a²+b²)/2σ² therefore splits into −w²/4σ² and −(Ē−E)²/σ², which are Gaussians of variance 2σ² and σ²/2. The product of their normalisations, 1/(2√π σ) · 1/(√π σ) = 1/(2πσ²), is the original one, so

δσ(a) δσ(b) = δ_{√2σ}(w) δ_{σ/√2}(Ē − E).

**A model in which X0 is known exactly**

Take the simple cubic band ε_k = −2t(cos k_x + cos k_y + cos k_z) with lattice constant a = 1, and q = (q,0,0). Put u = k_x + q/2. The addition theorems give cos(u − q/2) − cos(u + q/2) = 2 sin u sin(q/2) and cos(u − q/2) + cos(u + q/2) = 2 cos u cos(q/2), hence

w = W sin u, W = 4t sin(q/2),

Ē = −2tc cos u + ε⊥, c = cos(q/2), ε⊥ = −2t(cos k_y + cos k_z).

The average over k_y, k_z of δ(Ē + 2tc cos u − ε⊥) is the square-lattice density of states D2 at Ē + 2tc cos u. The remaining δ(w − W sin u) has two roots, with cos u = ±√(1 − w²/W²) and |dw/du| = √(W² − w²). Therefore, for |w| < W,

J(Ē,w) = Σ± D2(Ē ± 2tc√(1 − w²/W²)) / (2π √(W² − w²)),

and J = 0 for |w| > W. At w = 0,

X0 = [D2(E + 2tc) + D2(E − 2tc)] / (2πW).

D2 is the convolution of two chain densities 1/(π√(4t² − y²)) taken at y = x/2 + s and x/2 − s. The four linear factors under the root regroup as (α² − s²)(β² − s²) with α = 2t − |x|/2 and β = 2t + |x|/2, and s runs from −α to α. The substitution s = α sin θ gives D2(x) = 2K(m = α²/β²)/(π²β), with K the complete elliptic integral of the first kind. The Landen transformation turns this into K(m = 1 − x²/16t²)/(2π²t). At the band edge α = 0, β = 4t and K = π/2, so D2 jumps from 0 to 1/(4πt). The three-dimensional density of states is D(E) = ∫_0^π (du/π) D2(E + 2t cos u).

The smeared value Xσ can be had without any k grid. Write δσ(E − ε) = ∫dτ/(2π) e^{iτ(E−ε)} e^{−σ²τ²/2} for each factor. In each direction the exponent contains 2t[τ cos k + τ′cos(k+q_i)] = 2t Re[e^{ik}(τ + τ′e^{iq_i})], a cosine of amplitude 2t|τ + τ′e^{iq_i}|, and the average of exp(iA cos k) over k is the Bessel function J0(A). The Bessel product is even under (τ,τ′) → (−τ,−τ′), so only the cosine of the remaining phase survives:

Xσ = ∬ dτ dτ′/(2π)² cos E(τ+τ′) e^{−σ²(τ²+τ′²)/2} Π_i J0(2t|τ + τ′e^{iq_i}|).

Values labelled N = ∞ below come from this integral by the trapezoidal rule with step 0.4 eV⁻¹.

The numbers use round model parameters: t = 1 eV, E = −3 eV, q = π/2, ω = 0.05 eV, g = 0.2 eV. Then W = 2.8284 eV, x ≡ E + 2tc = −1.5858 eV and E − 2tc = −4.4142 eV. The second argument lies 0.4142 eV below the edge of D2 at −4 eV, so only the plane u = 0 contributes. With D2(x) = 0.11994 eV⁻¹,

X0 = 0.11994 / (2π × 2.8284) = 0.006749 eV⁻².

The intersection line is the closed curve ε⊥ = x in the plane k_x = −q/2. Gauss-Legendre quadrature of the u integral gives D = 0.07378 eV⁻¹, at a filling of 0.117 electrons per site and spin.

**The lower bound: the grid must resolve the tube**

The integrand f(k) = δσ δσ is periodic, so f = Σ_R c(R) e^{−iR·k} with c(R) = ∫d³k/(2π)³ f e^{iR·k} and R an integer vector. On the grid k = 2π(j + s)/N, with a shift s, the average of e^{−iR·k} is a geometric sum that vanishes unless R = Nm, where it equals e^{−2πi m·s}. Since c(0) = Xσ,

X_N − Xσ = Σ_{m≠0} c(Nm) e^{−2πi m·s}.

This is exact. Each term averages to zero over s, so the mean of X_N over grid shifts is Xσ at any σ and any N. As X_N is never negative, grids that return almost zero must be balanced by grids that return too much, and when most shifts return almost zero the few others must return far too much. Vanishing and spiking are one phenomenon.

To estimate c(R), linearise both energies about a point on the intersection line. With κ the displacement in the plane normal to the line, a = v·κ and b = v′·κ, where v and v′ are the band velocities at k and k+q. Then f = exp(−κᵀAκ/2)/(2πσ²) with the 2×2 matrix A = (vvᵀ + v′v′ᵀ)/σ², whose determinant is |v×v′|²/σ⁴. The Gaussian integral ∫d²κ exp(−κᵀAκ/2 + iR·κ) = (2π/√det A) exp(−RᵀA⁻¹R/2) gives, to leading order in σ,

c(R) ≈ (2π)⁻³ ∮ dl e^{iR·k(l)} exp(−R⊥ᵀA⁻¹R⊥/2) / |v×v′|,

with R⊥ the part of R normal to the line. For R = 0 this is the geometric form of X0. For R = Nm the damping exponent is of order (Nσ/v)², so the error is controlled by σ against v/N, the scale of the energy step v·2π/N between neighbouring grid points. The mean level spacing 1/(N³D) does not enter.

In the model, on the plane u = 0, the x components of the velocities are −W/2 and +W/2, and the y, z components are common, forming a vector v̄. The cross terms cancel in the sum and A = (2v̄v̄ᵀ + ½W² x̂x̂ᵀ)/σ². For R along x the damping is exp(−R²σ²/W²). For R along v̄ it is exp(−R²σ²/4v̄²).

For R = (mN,0,0) the phase e^{iR·k} = e^{−imNq/2} is the same along the whole planar curve, so the line integral is X0 times that phase. Adding m and −m on an unshifted grid,

δX/X = 2 Σ_{m≥1} cos(mNq/2) exp[−(mNσ/W)²].

This assumes σ ≪ W and a D2 that varies slowly near x. It can be isolated on a grid with N points along x and 192 along y and z. At σ = 0.1 eV and N = 32, (Nσ/W)² = 1.28, both cosines are +1, and 2e^{−1.28} + 2e^{−5.12} = 0.5680; the grid sum gives +0.5669. At N = 28 the first cosine is cos 7π = −1, the formula gives −0.7112 and the grid −0.7090. At N = 30 the first cosine vanishes, the m = 2 term is −2e^{−4.5} = −0.0222, and the grid gives −0.0226. The sign has a plain meaning. If Nq/2 is a multiple of 2π the plane k_x = −q/2 is a grid plane and is overcounted. If it is an odd multiple of π the plane falls midway between grid planes and is missed.

For R = (0,mN,0) the phase varies along the curve, and the integral collects only where the curve is perpendicular to y, which is at k_z = 0. There cos k_y = −x/2t − cos k_z, so k_y = ±k0 with cos k0 = −x/2t − 1, and the velocity is v = 2t sin k0 along y. For small k_z, cos k_y = cos k0 + k_z²/2, hence k_y = k0 − k_z²/(2 sin k0) on the upper branch. The Fresnel integral ∫e^{−iαz²}dz = √(π/α) e^{−iπ/4} with α = mN/(2 sin k0) gives √(2π sin k0/mN) e^{i(mNk0 − π/4)}, and the lower branch gives the complex conjugate. The weight of the curve per dk_z is 1/(4π²v), to be compared with its total D2(x). The two branches give a factor 2 cos, the pair ±m another factor 2, and so

δX/X = Σ_{m≥1} √(2π sin k0/mN) cos(mNk0 − π/4) exp[−(mNσ/2v)²] / (π² v D2(x)).

Here k0 = 1.7794 and v = 1.9566 eV (energy times lattice constant). For N = 36 and σ = 0.1 eV the root is √(2π × 0.9783/36) = 0.413, the denominator is π² × 1.9566 × 0.11994 = 2.316, the damping is exp[−(3.6/3.913)²] = 0.429 and the cosine is cos(63.27) = 0.90, which gives 0.069 for m = 1. With the higher m included the formula gives +0.0687, +0.0155 and −0.0232 for N = 36, 40 and 44. Grids with 128 points along x, N along y and 192 along z give +0.0701, +0.0176 and −0.0215. The differences, about 0.002 of Xσ, are left to the higher orders dropped in the stationary-phase step and in the linearisation of the energies; the two sources are not separated here. This term has a smaller prefactor than the x term but decays more slowly, because 2v exceeds W. A cubic grid has the same term from z, and further terms from diagonal m.

Demanding that the x term alone stay below 1 % of Xσ gives Nσ > W√(ln 200) = 6.5 eV. The lower edge σ_lo thus falls as 1/N, up to the slowly varying prefactors and the oscillating cosines.

**Below the lower bound: zeros, false maxima and spikes**

When Nσ is well below W many harmonics contribute, and it is simpler to count grid points. The x series, with the term 1 added, is the Fourier form of (2π/N) Σ_j of a normalised Gaussian of width √2σ/W taken at the grid values u_j. If u = 0 is on the grid, the single term there gives the factor (2π/N) · W/(2√π σ) = √π W/(Nσ), which grows as σ falls. If u = 0 is midway, the two nearest planes at u = ±π/N give, in the approximation sin u ≈ u, twice this factor times exp[−(πW/2Nσ)²].

This shows how far the relevant scale is from the mean level spacing. For N = 20 the spacing is 1/(8000 × 0.07378) = 0.00169 eV, while the step W·2π/N is 0.889 eV. At σ equal to twenty mean spacings, 0.034 eV, the exponent (πW/2Nσ)² is about 43, and the grid sum is X_N/X0 = 1×10⁻¹⁷. The single-delta shell at this σ holds many levels, yet none of them has a partner at k+q in the shell. The spacing that σ must be compared with is the energy step between neighbouring grid points, not the mean level spacing.

A third scale lies between the two. The grid average of exp(−(a²+b²)/2σ²), times N³, is the effective number of points in the tube, and its mean over shifts is 2πσ²N³Xσ. For N = 12 and σ = 0.05 eV this is 2π × 0.0025 × 1728 × 0.00675 = 0.18. Most shifts then catch nothing, and one point at the centre of the tube contributes 1/0.18, over five times Xσ. Over 2000 random shifts of this grid X_N/Xσ has median 0.000, maximum 18.3 and mean 0.94 ± 0.06 (standard error), compatible with the exact mean 1. A count above 1, which requires σ ≳ N^(−3/2) in suitable units, is necessary but not sufficient. The unshifted N = 12 grid at σ = 0.15 eV has a mean count nine times larger, about 1.6, and still returns 0.016 X0, because the whole curve lies between two grid planes.

For σ → 0 at fixed N, let r² = a² + b² be smallest on n grid points. All others are suppressed exponentially relative to them, so

X_N → n exp(−r²/2σ²) / (2πσ²N³).

For r > 0 this goes to zero. When the n nearest points dominate the sum up to σ ≈ r/√2, it passes a maximum on the way. When other points already contribute at that width, the maximum is shifted or absent, as for N = 24 and N = 12 in the table further down. Setting the derivative of −r²/2σ² − 2 ln σ, namely r²/σ³ − 2/σ, to zero gives σ = r/√2, where the exponential is 1/e and 2πσ² = πr²:

X_peak = n / (π e r² N³).

For N = 16 the plane k_x = −π/4 is on the grid, so there a = b. The nearest points have k_y, k_z = ±3π/8, so n = 4 and |a| = |−1.5858 + 4 cos(3π/8)| = 0.0551 eV. Then r = √2 × 0.0551 = 0.0779 eV and the maximum is at σ = 0.0551 eV, with height 4/(π e × 0.00606 × 4096) = 0.0189 eV⁻², or 2.80 X0. Maximising the full grid sum numerically gives σ = 0.0551 eV and 2.796 X0. At this point dX_N/dσ = 0 and the value is wrong by a factor of 2.8. A stationary point on one grid is not a plateau.

If r = 0 the sum diverges as 1/σ². This needs grid levels at E, which is not an accident when the Fermi level μ is found from the electron count on the same grid. The occupation that belongs to Gaussian smearing is Φ((μ − ε)/σ), with Φ the cumulative normal distribution. If the count leaves a star of symmetry-equivalent levels at ε* filled to the fraction f, and σ is smaller than the distance to other levels, then Φ((μ − ε*)/σ) = f, so μ = ε* + σz with z = Φ⁻¹(f). The Fermi level closes in on the star in proportion to σ. If q links n_p members of the star to other members, each such pair has a = b = −σz and r² = 2σ²z², so

X_N = n_p e^{−z²} / (2πσ²N³).

The four points found above belong to a star of 24 levels, the permutations and sign changes of (π/4, 3π/8, 3π/8), at ε* = −2.9449 eV. A member is linked only if cos(k_x + π/2) = cos k_x, which within the star means k_x = −π/4, so n_p = 4. Choose the electron number so that f = 1/4; then z = −0.6745. At σ = 0.002 eV the formula gives 4 × e^{−0.455}/(2π × 4×10⁻⁶ × 4096) = 24.65 eV⁻². The grid sum with μ found by root search gives the same, 24.65 eV⁻², and 98.6 eV⁻² at σ = 0.001 eV, four times more. These are about 3700 and 14600 times X0. If q links no members, the sum vanishes instead.

A finite grid gives the double-delta sum correctly only if σ is large enough compared with the energy step between neighbouring grid points, and below that bound the sum shows zeros, false maxima and spikes. What remains is the upper bound set by drift, the width of the usable window in numbers, and its closing at small q.
